# Maximally flat drop response of two coupled resonators, derived twice

Take two identical silicon rings near 1550 nm, with no internal loss, each beside its own waveguide and both coupled to each other. With the parameters given below, they send light from the first waveguide to the second over a band 0.43 nm wide at half power. At a detuning of half the amplitude decay rate of one ring into its waveguide, 98.5 % of the light is still dropped. At 0.8 nm from the centre the drop has fallen by 22.7 dB. A single ring of equal half-power width would drop 89 % at the first detuning and be down by only 11.7 dB at the second. The pair is both flatter in the band and steeper outside it. The flattest response needs one particular strength of the coupling between the rings.

## The statement

Two resonators have the same frequency \(\omega_0\) and no internal loss. Each is coupled to one external channel: a travelling-wave ring to its own waveguide, or a cavity that emits through one end. Light enters through the channel of resonator 1, and the drop output is the channel of resonator 2.

The algebra uses atomic units, so \(\hbar=1\) and rates are energies. Fields vary as \(e^{-i\omega t}\), and \(d=\omega-\omega_0\) is the detuning. Two rates set the response:

- \(g\) is the external decay rate of the amplitude of each resonator. The energy decays at \(2g\).
- \(m>0\) is the mutual coupling. The closed pair has frequencies \(\omega_0\pm m\), so \(m\) is half the splitting.

For \(g\), \(m\) and \(|d|\) small against the free spectral range, the dropped fraction of the power is

\[
T(d)=\frac{4g^2m^2}{(g^2+m^2-d^2)^2+4g^2d^2}. \tag{1}
\]

It is maximally flat at \(d=0\), meaning that as many derivatives as possible vanish there, when \(m=g\).

## First derivation: energy balance of two modes

**Port coupling.** Let \(|a_j|^2\) be the energy in resonator \(j\) and \(|s|^2\) the input power. For resonator 1 with its channel alone, the general linear equations are

\[
\dot a_1=-(i\omega_0+g)a_1+\kappa s,\qquad s_t=cs+\sqrt{2g}\,a_1 .
\]

The factor \(\sqrt{2g}\) follows from free decay: with \(s=0\) the energy falls at \(2g|a_1|^2\), which must be the outgoing power. A choice of phase makes the factor positive. With \(s\) present, the energy gained equals power in minus power out:

\[
-2g|a_1|^2+2\,\mathrm{Re}(a_1^*\kappa s)
=|s|^2(1-|c|^2)-2g|a_1|^2-2\sqrt{2g}\,\mathrm{Re}(a_1^*cs).
\]

This holds for every \(a_1\) and \(s\), so \(|c|=1\) and \(\kappa=-c\sqrt{2g}\). Replacing \(a_1\) by \(-c\,a_1\) turns the drive into \(+\sqrt{2g}\,s\) and the output into \(c(s-\sqrt{2g}\,a_1)\). The phase \(c\) is removed by the choice of reference plane.

**Mutual coupling.** Add \(-i\mu_{12}a_2\) to the first equation and \(-i\mu_{21}a_1\) to the second. These terms change the total energy at the rate

\[
2\,\mathrm{Im}(\mu_{12}a_1^*a_2+\mu_{21}a_2^*a_1),
\]

which vanishes for all amplitudes only if \(\mu_{21}=\mu_{12}^*\). The phase of \(\mu_{12}\) can be absorbed in \(a_2\), leaving a positive number \(m\). Hence

\[
\begin{aligned}
\dot a_1&=-(i\omega_0+g)a_1-ima_2+\sqrt{2g}\,s,\\
\dot a_2&=-(i\omega_0+g)a_2-ima_1,
\end{aligned}
\]

with outputs \(s_t=s-\sqrt{2g}\,a_1\) and, up to a phase, \(s_d=\sqrt{2g}\,a_2\).

**Steady state.** Putting \(\dot a_j=-i\omega a_j\) gives

\[
(g-id)a_1+ima_2=\sqrt{2g}\,s,\qquad (g-id)a_2=-ima_1 .
\]

Insert \(a_2\) from the second equation into the first and multiply by \(g-id\):

\[
a_1=\frac{\sqrt{2g}\,(g-id)}{D}\,s,\qquad
a_2=\frac{-im\sqrt{2g}}{D}\,s,\qquad D=(g-id)^2+m^2 .
\]

The drop amplitude is therefore \(s_d/s=-2igm/D\). Since \(D=(g^2+m^2-d^2)-2igd\), its squared modulus gives equation (1). Expanding,

\[
\begin{aligned}
|D|^2&=(g^2+m^2)^2-2(g^2+m^2)d^2+d^4+4g^2d^2\\
&=d^4+2(g^2-m^2)d^2+(g^2+m^2)^2 .
\end{aligned}
\]

**Flatness.** Completing the square, with \((m^2-g^2)^2+4g^2m^2=(m^2+g^2)^2\), gives a more telling form:

\[
T(d)=\left[1+\frac{\bigl(d^2-(m^2-g^2)\bigr)^2}{4g^2m^2}\right]^{-1}. \tag{2}
\]

\(T\) is even in \(d\), so its odd derivatives vanish at the centre. The coefficient of \(d^2\) in \(1/T\) is \((g^2-m^2)/(2g^2m^2)\), which vanishes for positive \(m\) only at \(m=g\). For any other \(m\) the second derivative of \(T\) is nonzero. At \(m=g\),

\[
T(d)=\frac{1}{1+d^4/(4g^4)}=1-\frac{d^4}{4g^4}+\dots \tag{3}
\]

The first three derivatives vanish and the fourth is \(-24/(4g^4)=-6/g^4\). No choice of \(m\) removes this term as well, so \(m=g\) is the flattest case.

**Why the band is flat.** Eliminating resonator 2 leaves resonator 1 with the response factor

\[
g-id+\frac{m^2}{g-id}
=g+\frac{m^2}{g}-id\left(1-\frac{m^2}{g^2}\right)+O(d^2).
\]

At the centre, resonator 2 acts on resonator 1 as an extra decay \(m^2/g\). When this equals \(g\), resonator 1 loses energy equally to its own channel and to its neighbour, and the through wave cancels. The same equality removes the term linear in \(d\): the reaction of resonator 2 compensates the detuning of resonator 1 to first order.

The through wave shows the same thing. From the solution for \(a_1\),

\[
\frac{s_t}{s}=\frac{D-2g(g-id)}{D}=\frac{m^2-g^2-d^2}{D}.
\]

For \(m>g\) it has two zeros, at \(d=\pm\sqrt{m^2-g^2}\). They merge at the centre when \(m=g\), and the power left in the through channel then starts as \(d^4\).

**Other couplings.** Equation (2) gives every case. For \(m>g\) there are two peaks of unit height at those zeros, with a dip between them. For \(m<g\) there is one peak, at the centre, of height below one. The central value is

\[
T(0)=\left(\frac{2gm}{g^2+m^2}\right)^2,
\]

which is unchanged when \(m/g\) is replaced by \(g/m\). It is 0.64 both for \(m=g/2\) and for \(m=2g\), but in the second case unit peaks stand at \(d=\pm1.73\,g\). A central value below one thus does not tell by itself whether the coupling is too weak or too strong; the shape does.

Maximally flat is a statement about derivatives at the centre. A designer who accepts a small central dip can take \(m\) slightly above \(g\) and obtain a wider band.

**Width and skirts.** Equation (3) equals one half at \(d=\pm\sqrt2\,g\), so the full half-power width is \(W=2\sqrt2\,g\). Since \(W^4=64g^4\),

\[
T=\frac{1}{1+(2d/W)^4}. \tag{4}
\]

For comparison, let one ring couple to two waveguides, with decay rate \(g_1\) into each. Its steady state is \((2g_1-id)a=\sqrt{2g_1}\,s\), so its drop fraction is \(4g_1^2/(4g_1^2+d^2)\). Its width is \(W=4g_1\), and \(T=1/[1+(2d/W)^2]\). At equal width the pair has the square of the single ring's detuning term. That term is below one inside the half-power band and above one outside, so squaring it improves both regions.

## Second derivation: summing the fields around two rings

The second route uses no mode amplitudes. It follows the travelling field through each coupler.

**Couplers.** A bus coupler transmits the amplitude \(t=e^{-x}\) and transfers \(ik\), with \(k^2=1-t^2\). The coupler between the rings transmits \(\cos y\) and transfers \(i\sin y\), with \(0<y<\pi/2\). Both conserve power. One round trip takes the time \(\tau\) and multiplies the field by \(z=e^{i\theta}\), where \(\theta=d\tau\); the phase at resonance is a multiple of \(2\pi\) and drops out.

Let \(A_j\) be the field in ring \(j\) just after its bus coupler and \(B_j\) the field arriving there again. The mutual coupler sits halfway round each ring, so

\[
\begin{aligned}
A_1&=iks+tB_1, & B_1&=z(\cos y\,A_1+i\sin y\,A_2),\\
A_2&=tB_2, & B_2&=z(\cos y\,A_2+i\sin y\,A_1).
\end{aligned}
\]

The dropped wave is \(s_d=ikB_2\). Eliminating \(B_1\) and \(B_2\),

\[
\begin{aligned}
(1-tz\cos y)A_1-itz\sin y\,A_2&=iks,\\
(1-tz\cos y)A_2&=itz\sin y\,A_1 .
\end{aligned}
\]

The determinant is

\[
\Delta=(1-tz\cos y)^2+t^2z^2\sin^2y=1-2tz\cos y+t^2z^2,
\]

and \(A_2=(itz\sin y)(iks)/\Delta\). With \(B_2=A_2/t\),

\[
\frac{s_d}{s}=\frac{-ik^2z\sin y}{\Delta}.
\]

**Simplification.** Because \(tz=e^{-(x-i\theta)}\), taking out a factor \(2tz\) gives \(\Delta=2tz[\cosh(x-i\theta)-\cos y]\). Also \(k^2=1-e^{-2x}=2t\sinh x\). Therefore

\[
\frac{s_d}{s}=\frac{-i\sinh x\,\sin y}{\cosh(x-i\theta)-\cos y}.
\]

Now use \(\cosh(x-i\theta)=\cosh x\cos\theta-i\sinh x\sin\theta\). The squared modulus of the denominator is

\[
\begin{aligned}
&(\cosh x\cos\theta-\cos y)^2+\sinh^2x\,(1-\cos^2\theta)\\
&=\cos^2\theta-2\cosh x\cos y\cos\theta+\cos^2y+\sinh^2x\\
&=(\cos\theta-\cosh x\cos y)^2+\sinh^2x\,\sin^2y .
\end{aligned}
\]

The last line uses \(\cos^2y+\sinh^2x-\cosh^2x\cos^2y=\sinh^2x\sin^2y\). The result for this circuit, at any coupling strength, is

\[
T=\left[1+\frac{(\cos\theta-\cosh x\cos y)^2}{\sinh^2x\,\sin^2y}\right]^{-1}. \tag{5}
\]

**The rates.** A ring coupled to its bus alone keeps the amplitude \(e^{-x}\) per round trip, so \(g=x/\tau\). For the closed pair, the mutual coupler has eigenvalues \(e^{\pm iy}\). A mode repeats itself when \(ze^{\pm iy}=1\), so \(\theta=\mp y\) and \(m=y/\tau\).

**The weak-coupling limit.** For small \(x\), \(y\) and \(\theta\),

\[
\cos\theta-\cosh x\cos y\simeq-\tfrac12(\theta^2+x^2-y^2),\qquad
\sinh x\sin y\simeq xy .
\]

Inserting these in (5) and dividing out the powers of \(\tau\) gives equation (2), and so equation (1) again.

**The flat condition.** The second derivative of \((\cos\theta-\cosh x\cos y)^2\) at \(\theta=0\) is \(-2(1-\cosh x\cos y)\). It vanishes when

\[
\cosh x\cos y=1,\qquad\text{or equivalently}\qquad \sin y=\tanh x . \tag{6}
\]

Expanding \(\cos y=1/\cosh x\) to fourth order gives \(y^2=x^2-x^4/3+\dots\), hence

\[
\frac mg=\frac yx=1-\frac{x^2}{6}+\dots
\]

The rule \(m=g\) is thus the leading term for rings, with a correction of second order in the decay per round trip.

## The silicon filter in numbers

The rings have radius 5000 nm, circumference \(L=31416\) nm and group index 4.2. Each bus coupler transfers 10 % of the power, so \(x=-\tfrac12\ln0.90=0.0527\). Restoring \(\hbar\), the inverse round-trip time is \(\hbar/\tau=\hbar c/(4.2L)=1.4955\times10^{-3}\) eV. Then

\[
g=0.05268\times1.4955\times10^{-3}\ \text{eV}=7.88\times10^{-5}\ \text{eV}.
\]

Setting \(m=g\) means \(y=x\), so the mutual coupler must transfer \(\sin^2y=0.0028\) of the power. This is far less than the 10 % of the bus couplers because \(m\) is proportional to the transferred amplitude, whereas \(g\) is proportional to the transferred power when both are small.

The width is \(W=2\sqrt2\,g=2.23\times10^{-4}\) eV. At a photon energy of 0.7999 eV this is \(1550\times2.228\times10^{-4}/0.7999=0.432\) nm. The free spectral range, \(2\pi\hbar/\tau=9.40\times10^{-3}\) eV, is 42 times larger.

The dropped fractions from (3) and from (5) with \(y=x\) are:

| \(d/g\) | two modes | ring circuit |
|---|---|---|
| 0.5 | 0.9846 | 0.9847 |
| 1 | 0.8000 | 0.8004 |
| 1.414 | 0.5000 | 0.5005 |
| 2 | 0.2000 | 0.2004 |
| 4 | 0.0154 | 0.0155 |

The small excess in the last column can be derived. Put \(\theta=ux\), with \(u=d/g\). With \(y=x\), the expansions are \(\cosh x\cos x=1-x^4/6+\dots\) and \(\sinh x\sin x=x^2[1+O(x^4)]\). Keeping the first correction in \(x^2\), (5) becomes

\[
\frac1T=1+\frac{u^4}{4}-\frac{u^2x^2(u^4+4)}{24}
=\Bigl(1+\frac{u^4}{4}\Bigr)\Bigl(1-\frac{u^2x^2}{6}\Bigr).
\]

To this order, (5) therefore exceeds (3) by \(Tu^2x^2/6\), with \(T\) taken from (3). Since \(Tu^2=u^2/(1+u^4/4)\) has its maximum, one, at \(u=\sqrt2\), the largest difference is \(x^2/6=4.6\times10^{-4}\), at the half-power points. The flat condition (6) gives \(m/g=0.9995\), a shift of the same size.

At 0.8 nm from the centre, \(2d/W=1.6/0.432=3.70\). Equation (4) contains the fourth power, about 188, and the ring circuit gives \(-22.7\) dB. A single ring has the square, 13.7, which gives \(-11.7\) dB. At \(d=g/2\) the square is \(1/8\) and the fourth power \(1/64\), hence the 89 % and 98.5 % of the opening.

## What a real filter changes

**Loss.** An internal amplitude decay \(g_i\) in each ring replaces \(g\) by \(g+g_i\) in \(D\), but not in the port factors. The coefficient of \(d^2\) becomes \(2[(g+g_i)^2-m^2]\), so the flat condition is \(m=g+g_i\): the total decay rate counts.

**Mismatch.** If the resonances lie at \(\omega_0\pm q\), then

\[
D=[g-i(d-q)][g-i(d+q)]+m^2=(g-id)^2+m^2+q^2 .
\]

The denominator behaves as if the coupling were larger, while the numerator does not. At \(m=g\) the central value is \([1+q^2/(2g^2)]^{-2}\).

**The silicon case.** The dimensions and couplings above are rough values for silicon wire rings, and so are the following inputs. A propagation loss of 3 dB/cm gives \(g_i=1.6\times10^{-6}\) eV and lowers the central drop from 1 to 0.96. A mismatch of 0.2 nm between the rings, or \(q=5.2\times10^{-5}\) eV, lowers it to 0.68. With these inputs the mismatch costs more than the loss; the two would cost the same at a mismatch of about 0.06 nm. With a thermo-optic coefficient of \(1.8\times10^{-4}\) K\(^{-1}\) and the effective index taken to change as much as silicon's own index, the resonance moves by \(1550\times1.8\times10^{-4}/4.2=0.066\) nm/K. This figure depends on the wire cross-section: an effective-index estimate for wires 220 nm thick and 450 to 500 nm wide in oxide gives 0.071 to 0.072 nm/K, so the temperatures that follow are good to about 10 %. A temperature difference of about 3 K between the rings removes the mismatch, which is a task for local heaters; a common change of 6.5 K moves the filter by its full width. Roughness can also scatter light into the backward mode of each ring. For a resulting splitting of 0.04 nm, a numerical solution of the four coupled mode equations, scanned over the relative phase of the two scatterers, gives a central drop no lower than 0.98 and up to 1.7 % reflected. At 0.1 mW input the power circulating in each ring is \(0.1/(2x)=0.95\) mW. If all the propagation loss became heat, a thermal resistance of 30 K/mW would give 0.06 K and a shift of 0.004 nm, small against the width.

## What each derivation assumes

Both derivations assume linear response, equal resonances, equal decay rates into the two channels, no internal loss and one channel per resonator. The last condition matters. Suppose each resonator is a standing-wave cavity beside a waveguide and emits equally in both directions. Each direction then has the port factor \(\sqrt g\) instead of \(\sqrt{2g}\). The denominator and the flat condition \(m=g\) are unchanged, but the drop amplitude is halved and the peak in the chosen direction is \(1/4\).

The mode derivation assumes that each resonator has one relevant mode, that this mode decays exponentially, and that the couplings act instantly. It does not ask what the resonators are made of or how they are shaped, and \(g\) and \(m\) can be taken from the measured decay of one resonator and the splitting of the closed pair. It cannot say how small the rates must be.

The circuit derivation assumes rings with one direction of travel, lossless couplers of negligible length, and a round-trip time and coupling strengths that are constant over the band. It does not assume weak coupling, and it contains all the resonances of the rings. It therefore supplies the limits of the first derivation:

- **Strong bus coupling.** Equation (6) keeps \(y\) below \(\pi/2\) however large \(x\) becomes, so \(m\) falls behind \(g\) and the simple rule fails.
- **Far detuning.** Midway between resonances \(\cos\theta=-1\). For a weakly coupled flat filter, (5) then gives \(T\simeq x^4/4\), while (3) at \(d=\pi/\tau\) gives \(4x^4/\pi^4\). The two-mode formula underestimates the floor by the factor \(\pi^4/16\approx6.1\), because it leaves out the neighbouring resonances.

Near one resonance and for weak coupling, the two sets of assumptions lead to the same response. There the condition can be read in measurable terms: the frequency splitting of the closed pair, \(2m\), must equal the energy decay rate \(2g\) of one resonator into its channel. This splitting cannot be read directly from the drop spectrum of the finished filter: for \(m>g\) the peaks there are only \(2\sqrt{m^2-g^2}\) apart, and at \(m=g\) they have merged.

Numerical values quoted here were computed with a short program.
